# Zero-point energy and the fundamental of a Morse metal-hydrogen stretch: a program that tests the result

```python
"""Zero-point energy of a Morse oscillator against half its fundamental.

Result under test:  E0 - (E1 - E0)/2 = (3/4) X,  with X = a^2 / (2 mu).
V(x) = D (1 - exp(-a x))^2, x = r - r_e, energies from the minimum of V.
D: well depth, a: range parameter, mu: reduced mass, X: anharmonicity constant,
omega = a sqrt(2 D / mu): harmonic frequency, lam = sqrt(2 mu D) / a.
Atomic units inside (hbar = m_e = 1); eV and angstrom for input and output.
The levels are found by diagonalizing the Hamiltonian on a grid.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
U_IN_ME = const.atomic_mass / const.m_e
EV_TO_CM = const.e / (const.h * const.c * 100.0)
K_EV = const.k / const.e


def grid_levels(potential, mass, start, stop, points):
    """All levels of p^2/(2 mass) + potential in a sinc-function basis."""
    x = np.linspace(start, stop, points)
    step = x[1] - x[0]
    index = np.arange(points)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * sign / safe**2)
    hamiltonian = kinetic / (2 * mass * step**2) + np.diag(potential(x))
    return eigh(hamiltonian, eigvals_only=True)


def morse(x, depth, a):
    return depth * (1 - np.exp(-a * x))**2


# Eigenfunctions and level formula put into the Schroedinger equation
mp.mp.dps = 40
m_t, a_t, d_t = mp.mpf(7), mp.mpf("0.9"), mp.mpf("2.3")
lam_t = mp.sqrt(2 * m_t * d_t) / a_t
omega_t = a_t * mp.sqrt(2 * d_t / m_t)
x_t = a_t**2 / (2 * m_t)
for v in range(3):
    s = lam_t - v - mp.mpf(1) / 2

    def psi(x, v=v, s=s):
        z = 2 * lam_t * mp.exp(-a_t * x)
        return z**s * mp.exp(-z / 2) * mp.laguerre(v, 2 * s, z)

    energy = omega_t * (v + mp.mpf(1) / 2) - x_t * (v + mp.mpf(1) / 2)**2
    for point in (mp.mpf("-0.31"), mp.mpf("0.17"), mp.mpf("1.23")):
        pot = d_t * (1 - mp.exp(-a_t * point))**2
        residual = (-mp.diff(psi, point, 2) / (2 * m_t)
                    + (pot - energy) * psi(point))
        assert abs(residual) < mp.mpf("1e-12") * abs(psi(point))

# Strongly anharmonic well (lam = 4): the identity is not an expansion
strong = grid_levels(lambda x: morse(x, 8.0, 1.0), 1.0, -3.0, 25.0, 500)
strong_deficit = strong[0] - (strong[1] - strong[0]) / 2
assert abs(strong_deficit - 0.75 * 0.5) < 1e-7

# A second bound level exists only for lam > 3/2
bound_counts = []
for lam_small in (1.2, 1.8):
    depth_small = lam_small**2 / 2
    shallow = grid_levels(lambda x: morse(x, depth_small, 1.0),
                          1.0, -3.0, 40.0, 600)
    bound_counts.append(int(np.sum(shallow < depth_small)))
assert bound_counts == [1, 2]

# Worked example: Al-H stretch with round model parameters
depth_ev, a_per_ang, re_ang, temperature = 3.2, 1.25, 1.65, 400.0
mass_al_u = 26.98154
mass_h_u = (const.m_p + const.m_e) / const.atomic_mass
mu_u = mass_al_u * mass_h_u / (mass_al_u + mass_h_u)
mu = mu_u * U_IN_ME
depth = depth_ev / HARTREE_EV
a = a_per_ang * BOHR_ANG
re = re_ang / BOHR_ANG
lam = np.sqrt(2 * mu * depth) / a
omega = a * np.sqrt(2 * depth / mu) * HARTREE_EV
anharm = a**2 / (2 * mu) * HARTREE_EV
zpe = omega / 2 - anharm / 4
fundamental = omega - 2 * anharm
overtone = 2 * omega - 6 * anharm
deficit = 0.75 * anharm


def alh_levels(points=300, stop_ang=6.0, j=0, quartic=0.0):
    """Levels in eV; j adds rotation, quartic adds a non-Morse term."""
    def potential(r):
        y = 1 - np.exp(-a * (r - re))
        return (depth * y**2 * (1 + quartic * y**2)
                + j * (j + 1) / (2 * mu * r**2))
    return HARTREE_EV * grid_levels(potential, mu, 0.1 / BOHR_ANG,
                                    stop_ang / BOHR_ANG, points)


levels = alh_levels()
finer = alh_levels(points=450, stop_ang=7.0)
grid_shift = np.max(np.abs(levels[:3] - finer[:3]))
assert grid_shift < 1e-8
nu_grid = levels[1] - levels[0]
nu02_grid = levels[2] - levels[0]
deficit_grid = levels[0] - nu_grid / 2
assert abs(levels[0] - zpe) < 1e-8
assert abs(nu_grid - fundamental) < 1e-8
assert abs(nu02_grid - overtone) < 1e-8
assert abs(deficit_grid - deficit) < 1e-8
zpe_from_bands = 1.25 * nu_grid - 0.375 * nu02_grid
assert abs(zpe_from_bands - levels[0]) < 1e-8

# Harmonic frequency from the curvature of the potential at its minimum
h = 1e-3
curvature = (morse(h, depth, a) + morse(-h, depth, a)) / h**2
assert abs(np.sqrt(curvature / mu) * HARTREE_EV / omega - 1) < 1e-5

# Effect of a non-Morse shape on the rule
quartic = 0.1
other = alh_levels(quartic=quartic)
other_anharm = (2 * other[1] - other[0] - other[2]) / 2
other_deficit = other[0] - (other[1] - other[0]) / 2
shape_error = other_deficit - 0.75 * other_anharm
assert 1e-6 < abs(shape_error) < 0.2 * other_deficit

# Effect of reading the first rotational line instead of the band origin
rotating = alh_levels(j=1)
line_shift_half = (rotating[1] - levels[0] - nu_grid) / 2
rot_const = HARTREE_EV / (2 * mu * re**2)
assert abs(line_shift_half / rot_const - 1) < 0.1

# Thermal vibrational energy above the ground level
kt = K_EV * temperature
excitation = levels[:12] - levels[0]
weights = np.exp(-excitation / kt)
thermal = np.sum(excitation * weights) / np.sum(weights)
excited_fraction = 1 - weights[0] / np.sum(weights)

# Ground-state amplitude at r = 0 relative to its maximum
z_origin, z_peak = 2 * lam * np.exp(a * re), 2 * lam - 1
log_amp = ((lam - 0.5) * np.log(z_origin / z_peak)
           - (z_origin - z_peak) / 2) / np.log(10)
assert log_amp < -20

# Dissociation energy and the factor in the dissociation constant
d0_true = depth_ev - zpe
d0_half = depth_ev - fundamental / 2
k_ratio = np.exp(-d0_half / kt + d0_true / kt)
assert d0_half > d0_true and k_ratio < 1

print(f"Well depth D                            {depth_ev:.2f} eV")
print(f"Range parameter a                       {a_per_ang:.2f} 1/angstrom")
print(f"Bond length r_e                         {re_ang:.2f} angstrom")
print(f"Temperature                             {temperature:.0f} K")
print(f"Mass of Al                              {mass_al_u:.5f} u")
print(f"Mass of H                               {mass_h_u:.5f} u")
print(f"Reduced mass                            {mu_u:.5f} u")
print(f"Reduced mass                            {mu:.2f} electron masses")
print(f"lambda                                  {lam:.3f} (no unit)")
print(f"Harmonic frequency omega                {omega:.6f} eV")
print(f"Anharmonicity constant X                {anharm:.6f} eV")
print(f"Anharmonicity constant X                {anharm*EV_TO_CM:.2f} cm^-1")
print(f"Fundamental nu                          {fundamental:.6f} eV")
print(f"Fundamental nu                          {fundamental*EV_TO_CM:.1f} cm^-1")
print(f"First overtone nu_02                    {overtone:.6f} eV")
print(f"Half the fundamental                    {fundamental/2:.6f} eV")
print(f"Half the harmonic frequency             {omega/2:.6f} eV")
print(f"Zero-point energy, formula              {zpe:.6f} eV")
print(f"Zero-point energy, grid                 {levels[0]:.6f} eV")
print(f"Zero-point energy from nu and nu_02     {zpe_from_bands:.6f} eV")
print(f"Zero-point energy                       {zpe*EV_TO_CM:.1f} cm^-1")
print(f"Deficit of nu/2, formula 3X/4           {deficit:.6f} eV")
print(f"Deficit of nu/2, grid                   {deficit_grid:.6f} eV")
print(f"Deficit of nu/2                         {deficit*EV_TO_CM:.2f} cm^-1")
print(f"Deficit relative to zero-point energy   {100*deficit/zpe:.2f} %")
print(f"Excess of omega/2 over zero-point       {omega/2-zpe:.6f} eV")
print(f"Largest grid shift, lowest 3 levels     {grid_shift:.1e} eV")
print(f"Strong well, lambda = 4: deficit, grid  {strong_deficit:.6f} hartree")
print(f"Bound levels at lambda = 1.2 and 1.8    {bound_counts[0]} and {bound_counts[1]}")
print(f"D_0 with true zero-point energy         {d0_true:.6f} eV")
print(f"D_0 with half the fundamental           {d0_half:.6f} eV")
print(f"kT                                      {kt:.6f} eV")
print(f"Dissociation constant, nu/2 over true   {k_ratio:.4f} (ratio)")
print(f"Non-Morse: relative quartic term        {quartic:.2f} (no unit)")
print(f"Non-Morse: X from nu and nu_02          {other_anharm:.6f} eV")
print(f"Non-Morse: deficit of nu/2, grid        {other_deficit:.6f} eV")
print(f"Non-Morse: deficit minus 3X/4           {shape_error:.6f} eV")
print(f"Rotational constant at r_e              {rot_const:.6f} eV")
print(f"Rise of nu/2 if first line is read      {line_shift_half:.6f} eV")
print(f"Thermal vibrational energy              {thermal:.6f} eV")
print(f"Fraction of molecules with v > 0        {100*excited_fraction:.3f} %")
print(f"log10 of relative amplitude at r = 0    {log_amp:.1f} (no unit)")
print("all good")
```

Running it gives:

```
Well depth D                            3.20 eV
Range parameter a                       1.25 1/angstrom
Bond length r_e                         1.65 angstrom
Temperature                             400 K
Mass of Al                              26.98154 u
Mass of H                               1.00783 u
Reduced mass                            0.97154 u
Reduced mass                            1771.00 electron masses
lambda                                  30.854 (no unit)
Harmonic frequency omega                0.207428 eV
Anharmonicity constant X                0.003361 eV
Anharmonicity constant X                27.11 cm^-1
Fundamental nu                          0.200705 eV
Fundamental nu                          1618.8 cm^-1
First overtone nu_02                    0.394687 eV
Half the fundamental                    0.100352 eV
Half the harmonic frequency             0.103714 eV
Zero-point energy, formula              0.102874 eV
Zero-point energy, grid                 0.102874 eV
Zero-point energy from nu and nu_02     0.102874 eV
Zero-point energy                       829.7 cm^-1
Deficit of nu/2, formula 3X/4           0.002521 eV
Deficit of nu/2, grid                   0.002521 eV
Deficit of nu/2                         20.33 cm^-1
Deficit relative to zero-point energy   2.45 %
Excess of omega/2 over zero-point       0.000840 eV
Largest grid shift, lowest 3 levels     5.0e-14 eV
Strong well, lambda = 4: deficit, grid  0.375000 hartree
Bound levels at lambda = 1.2 and 1.8    1 and 2
D_0 with true zero-point energy         3.097126 eV
D_0 with half the fundamental           3.099648 eV
kT                                      0.034469 eV
Dissociation constant, nu/2 over true   0.9295 (ratio)
Non-Morse: relative quartic term        0.10 (no unit)
Non-Morse: X from nu and nu_02          0.002891 eV
Non-Morse: deficit of nu/2, grid        0.002280 eV
Non-Morse: deficit minus 3X/4           0.000112 eV
Rotational constant at r_e              0.000790 eV
Rise of nu/2 if first line is read      0.000761 eV
Thermal vibrational energy              0.000596 eV
Fraction of molecules with v > 0        0.296 %
log10 of relative amplitude at r = 0    -64.8 (no unit)
all good
```
